# When the Voltage of a Charging Ferroelectric Capacitor Falls

## 1. What dimensions and symmetry already fix

A ferroelectric film of thickness $d$ fills the gap between two metal plates of area $A$. One plate, the fed plate, carries free charge $Q$; the other is grounded. Let $P$ be the polarization component pointing from the fed plate to the grounded one, and take it first to be uniform. What can the voltage $V$ of the fed plate depend on?

For a prescribed $P$, the equations of electrostatics are linear, so $V$ is linear in $Q$ and $P$. For plates of the same metal there is no constant term, because reversing both $Q$ and $P$ must reverse $V$. (Unlike metals add a constant contact potential, which shifts $V$ but does not change the condition for a fall.) A wide film looks the same at every lateral position, so charge enters only as $Q/A$. The only length left is $d$, and the only dimensional constant is $\varepsilon_0$. Hence

$$V=\frac{d}{\varepsilon_0}\left(\kappa\,\frac{Q}{A}-\kappa' P\right),$$

with pure numbers $\kappa$ and $\kappa'$. If $Q/A=P$, the plate charge exactly compensates the bound charge, the field vanishes and $V=0$. Therefore $\kappa'=\kappa$. An empty capacitor, $P=0$, gives $\kappa=1$. With $C_0=\varepsilon_0A/d$,

$$V=\frac{Q-AP}{C_0}.$$

The voltage measures the free charge not compensated by polarization. It falls when the second term grows faster than the first. Two things remain to be shown: that this survives when the film breaks into domains, and what must be counted as charge and as polarization.

## 2. Assumptions and the exact charge balance

The $z$ axis runs from the fed plate at $z=0$ to the grounded plate at $z=d$. The assumptions are:

- the plates are of the same metal, each is an equipotential, and changes are slow enough for electrostatics to hold at each instant;
- the film is insulating and contains no free charge;
- flux through the side edges is negligible;
- $d$ and $A$ are constant.

The polarization may vary in all three directions and in time. No law for it is assumed.

Let $\Phi(z)=\int D_z\,dx\,dy$ be the displacement flux through the plane at height $z$. Since $\nabla\cdot\mathbf D=0$ in the film,

$$\frac{d\Phi}{dz}=\int\partial_zD_z\,dx\,dy
=-\int(\partial_xD_x+\partial_yD_y)\,dx\,dy=0.$$

The last integral is the flux leaving through the edges, which was neglected. Gauss's law at the fed plate gives $\Phi(0^+)=Q$, so every plane carries the flux $Q$. Averaging over the thickness changes nothing:

$$Q=\frac1d\int_0^d\Phi(z)\,dz=\frac1d\int D_z\,d^3r.$$

Now insert $D_z=\varepsilon_0E_z+P_z$:

$$Q=\frac{\varepsilon_0}{d}\int dx\,dy\int_0^dE_z\,dz+\frac1d\int P_z\,d^3r.$$

Because the plates are equipotentials, the inner integral of $E_z$ equals $V$ on every vertical line, however irregular the field between the plates. The first term is therefore $\varepsilon_0AV/d$. The film volume is $Ad$, so the second is $A\langle P\rangle$, where $\langle P\rangle$ is the volume average of $P_z$. Thus

$$Q=C_0V+A\langle P\rangle. \tag{1}$$

The uniform result holds for any domain pattern, provided that $P$ is replaced by its volume average.

## 3. The theorem

A constant source $V_s$ feeds the film through a resistor $R$. The current reaching the plate is

$$i=\frac{dQ}{dt}=\frac{V_s-V}{R},$$

and charging means $i>0$. Differentiating (1) at constant $C_0$ and $A$ gives

$$C_0\frac{dV}{dt}=i-A\frac{d\langle P\rangle}{dt}. \tag{2}$$

Since $C_0>0$, the two sides have the same sign. Hence, at each instant,

$$\frac{dV}{dt}<0\quad\Longleftrightarrow\quad A\frac{d\langle P\rangle}{dt}>i. \tag{3}$$

This proves both directions. Equality corresponds to a momentarily stationary voltage. The switching mechanism determines how $\langle P\rangle$ evolves, but it does not enter the passage from (1) to (3).

"Falls" refers to the signed voltage. If $V$ passes through zero and continues downward, its magnitude grows while (3) still describes a fall. For charging with the opposite polarity, all signs reverse.

Integrating (2) between two times gives the finite statement

$$\Delta V=\frac{\Delta Q-A\,\Delta\langle P\rangle}{C_0}.$$

A net fall over an interval requires polarization charge to gain more than free charge over that interval. It does not require (3) at every instant within it.

An ordinary linear dielectric provides a check. Let $P=\varepsilon_0\chi E$ with constant $\chi>0$. Then $A\langle P\rangle=\chi C_0V$ and $Q=(1+\chi)C_0V$, so

$$A\frac{d\langle P\rangle}{dt}=\frac{\chi}{1+\chi}\,i<i.$$

The polarization never outruns the free charge, and the voltage rises throughout charging.

## 4. Total polarization and switching polarization

It is useful to separate the fast linear response from the slower switching part $P_s$. If the background permittivity $\varepsilon_b$ is uniform and instantaneous,

$$P_z=\varepsilon_0(\varepsilon_b-1)E_z+P_s.$$

The volume average of $E_z$ is $V/d$, so (1) becomes

$$Q=C_0V+(\varepsilon_b-1)C_0V+A\langle P_s\rangle=C_bV+A\langle P_s\rangle,
\qquad C_b=\varepsilon_bC_0,$$

and therefore

$$C_b\frac{dV}{dt}=i-A\frac{d\langle P_s\rangle}{dt}. \tag{4}$$

For $\varepsilon_b>0$ the criterion is the same whether $P$ or $P_s$ is used. The excess rates differ in size: comparing (2) and (4), the excess of $A\,d\langle P\rangle/dt$ over $i$ is $1/\varepsilon_b$ times that of $A\,d\langle P_s\rangle/dt$.

Uniformity of $\varepsilon_b$ matters. Consider two laterally uniform layers $k=1,2$ of thickness $d_k$ and permittivity $\varepsilon_k$. Both carry $D=Q/A$, so $E_k=(Q/A-P_{s,k})/(\varepsilon_0\varepsilon_k)$ and

$$\frac{dV}{dt}=\frac1{\varepsilon_0}\sum_k\frac{d_k}{\varepsilon_k}
\left(\frac iA-\frac{dP_{s,k}}{dt}\right).$$

Switching is now weighted by $d_k/\varepsilon_k$, not by $d_k$. The plain average of $P_s$ can give the wrong sign, while (3) with the total polarization remains valid.

A numerical test used a two-dimensional film of 16 by 10 cells with periodic sides. Cells reversed at random, random lateral polarization was added, and the voltage was found by matching the plate charge to the displacement $D_z$ at the plate surface. With $\varepsilon_b=30$ everywhere, 236 of 488 steps were voltage falls, and both forms of the criterion gave every sign correctly. With permittivities drawn at random between 10 and 60, the total-polarization criterion again had no failure in 527 steps, whereas the $P_s$-only form failed in 49.

## 5. How a fall can begin

The criterion says when the voltage falls. The switching law decides whether that condition is ever reached. For constant $V_s$, $di/dt=-(dV/dt)/R$. Differentiating (4), and writing $P_s$ for its volume average from here on,

$$C_b\frac{d^2V}{dt^2}=-\frac1R\frac{dV}{dt}-A\frac{d^2P_s}{dt^2}.$$

At a stationary point the resistor term vanishes:

$$C_b\frac{d^2V}{dt^2}=-A\frac{d^2P_s}{dt^2}. \tag{5}$$

A maximum has $d^2V/dt^2\le0$, so it needs $d^2P_s/dt^2\ge0$. A minimum needs the opposite. To start a fall, switching must not be slowing down while the voltage is momentarily constant; strict acceleration at a stationary point is sufficient.

**Landau–Khalatnikov switching.** Let $p=P_s/P_r$, where $P_r$ is the remanent polarization. For a uniformly switching film take

$$V=V_L(p)+R_i\frac{d(AP_s)}{dt},\qquad
V_L(p)=-\frac{3\sqrt3}{2}V_c(p-p^3).$$

Here $R_i=\rho d/A$ represents internal damping. The prefactor makes the maximum of $V_L$, at $p=-1/\sqrt3$, equal to the coercive voltage $V_c$. At a stationary voltage, differentiation gives

$$A\frac{d^2P_s}{dt^2}=-\frac{1}{R_i}\frac{dV_L}{dp}\frac{dp}{dt},
\qquad \frac{dV_L}{dp}=-\frac{3\sqrt3}{2}V_c(1-3p^2).$$

By (4), $A\,dP_s/dt=i>0$ at that point, so $dp/dt>0$. Acceleration thus requires $|p|<1/\sqrt3$. Since $V_L$ is the derivative of the free energy with respect to $AP_s$, this is the region of negative free-energy curvature.

**Nucleation and growth.** Let $f$ be the switched fraction, $P_s=P_r(2f-1)$, with

$$f=1-e^{-h^n},\qquad \frac{dh}{dt}=\frac1{\tau(V)}.$$

The variable $h$ measures accumulated growth. One differentiation gives $df/dt=nh^{n-1}e^{-h^n}/\tau$. At a stationary voltage $\tau$ is momentarily constant, so a second gives

$$\frac{d^2f}{dt^2}=\frac{n h^{n-2}e^{-h^n}}{\tau^2}
\left[(n-1)-nh^n\right].$$

For $n>1$ acceleration requires $h^n<(n-1)/n$, or

$$f<1-e^{-(n-1)/n}.$$

For $n=2$, the law can describe domains spreading in the plane from nuclei present at the start, with radius proportional to $h$. Their boundaries lengthen as they grow, so the rate rises at first; later the domains merge and it drops. No negative-curvature free energy appears in this law, yet a fall is possible. An observed fall is therefore not, by itself, proof of negative curvature.

**First-order relaxation.** For $n=1$, $df/dt=(1-f)/\tau$. At a stationary voltage

$$\frac{d^2f}{dt^2}=-\frac{1-f}{\tau^2}<0,$$

and (5) gives $d^2V/dt^2>0$. But a voltage that has been rising can first become stationary only with $d^2V/dt^2\le0$. The contradiction shows that, in this model with a constant source and an initially rising voltage, no fall ever starts.

## 6. Worked example

Take $d=10$ nm, $A=2500\ \mu\mathrm{m}^2$, $\varepsilon_b=30$, $P_r=20\ \mu\mathrm{C/cm^2}$, $V_s=3$ V and $R=10\ \mathrm{k\Omega}$. Then $C_b=66.41$ pF, and complete reversal requires $2AP_r=1000$ pC. The film starts at $V=0$ with $P_s=-P_r$.

For growth, $n=2$ and $\tau=\tau_0e^{V_a/V}$, with $\tau_0=1$ ns and $V_a=10$ V. The voltage rises to 1.416 V at 0.478 μs and falls to 1.182 V at 2.603 μs. At the peak,

$$i=\frac{3-1.416}{10\ \mathrm{k\Omega}}=158.4\ \mu\mathrm A,$$

while the polarization current is 158.5 μA, equal within the time resolution. During the fall 378.0 pC of free charge arrives and the switching charge $AP_s$ grows by 393.5 pC:

$$\Delta V=\frac{378.0-393.5}{66.41}\ \mathrm V\approx-0.23\ \mathrm V.$$

An excess of about 4% over the free charge is enough. The switched fraction is 0.0086 at the peak and 0.4022 at the trough, on either side of the limit $1-e^{-1/2}=0.3935$, as the stationary-point conditions require.

For Landau switching, $V_c=1.5$ V and $\rho=100\ \Omega\,\mathrm m$, so $R_i=400\ \Omega$. The peak is 1.557 V, above $V_c$ because the damping term adds $400\ \Omega\times144.3\ \mu\mathrm A\approx0.058$ V. The trough is $-1.323$ V. The charge balance gives

$$\Delta V=\frac{394.2-585.5}{66.41}\ \mathrm V=-2.88\ \mathrm V.$$

Here $p=-0.570$ at the peak and $0.601$ at the trough, against limits of $\pm0.577$. The peak lies inside the negative-curvature region and the trough outside it.

The ratio of free charge to voltage change during the fall is $-1614$ pF for growth and $-137$ pF for Landau switching. From the finite form of (4),

$$\frac{\Delta Q}{\Delta V}=\frac{C_b}{1-A\Delta P_s/\Delta Q}.$$

This ratio describes a transient over a chosen interval. Its negative sign restates the charge balance and does not identify the mechanism.

With all other growth parameters fixed, the fall is 0.317 V for 1 kΩ, 0.234 V for 10 kΩ and 0.173 V for 100 kΩ. The fall thus depends on the circuit as well as on the film.

## 7. Leakage and what the terminals show

If the film conducts, charge conservation makes the total current density $\mathbf J_c+\partial_t\mathbf D$ divergence-free. Repeating the thickness average of Section 2 for this current gives

$$C_b\frac{dV}{dt}=i-A\frac{dP_s}{dt}-I_L,\qquad I_L=A\langle J_{c,z}\rangle.$$

The voltage falls when polarization and leakage currents together exceed $i$. "Free charge arriving" must therefore mean the supply net of this thickness-averaged leakage, which can differ from the leakage at the fed plate if conduction varies through the film.

A capacitance $C_p$ parallel to the film takes the current $C_p\,dV/dt$, so

$$(C_b+C_p)\frac{dV}{dt}=i-A\frac{dP_s}{dt}.$$

With $i$ the resistor current, the criterion is unchanged, but the waveform is not: 20 pF reduces the growth-model fall from 0.234 V to 0.213 V.

Imperfect screening in the electrodes acts as a series capacitance $C_s$. Without leakage or parallel capacitance, the terminal voltage is $V_T=V+Q/C_s$, and hence

$$C_b\frac{dV_T}{dt}=i\left(1+\frac{C_b}{C_s}\right)-A\frac{dP_s}{dt}.$$

Now $i=(V_s-V_T)/R$. The terminal voltage falls only if the switching current $A\,dP_s/dt$ exceeds $i$ multiplied by $1+C_b/C_s$. For the total polarization the corresponding factor is $1+C_0/C_s$. At the film's own trough, $dV/dt=0$ but $dV_T/dt=i/C_s>0$: the terminal voltage is already rising. A rough effective screening length of 10 pm, summed over both electrodes, gives $C_s=2214$ pF and a factor of 1.030. This small correction matters because the growth-model excess averages only about 4% over the film's fall and is unevenly spread. The terminal voltage falls only while the instantaneous excess is above 3%; that part takes about 120 pC of the roughly 420 pC arriving during the film's fall and has an average excess of 11%. With the terminal voltage starting at zero, the fall seen at the terminals is 0.152 V, while the film voltage falls by 0.251 V.

## 8. Relation to a real film

The thickness, polarization and permittivity are rough values in the regime of hafnium–zirconium oxide capacitors. The switching parameters are round choices, not fits to a device. For the growth model, electrode screening is the largest correction sized here, lowering the measured fall by about 35% relative to the ideal-electrode value for the assumed 10 pm. The figure is sensitive to this rough length: the reduction is 23% at 5 pm, 50% at 20 pm, 69% at 40 pm and 81% at 60 pm. For Landau switching, where polarization outruns the free charge by much more, the same screening lowers the fall by only about 6%. Real films are also polycrystalline, with grains that switch at different fields. This breaks the assumption of one switching law for the whole film; its effect on the size of the fall was not calculated. The swing to $-1.323$ V, in particular, is a prediction for uniform Landau switching, not an observed value.

For the growth model with the rough values below, leakage and strain matter less; the effect of heating on the fall was not calculated. A rough trap leakage of $10^{-3}\ \mathrm{A/cm^2}$ is $1.6\times10^{-4}$ of the charging current density at the growth-model peak. Tunnelling at 3 V is estimated at $1.1\times10^{-5}\ \mathrm{A/cm^2}$ for a barrier of 2 eV and an effective mass of 0.2 electron masses. This estimate is very sensitive to both values: a mass of 0.11 raises it to about $3\times10^{-2}\ \mathrm{A/cm^2}$, above the trap leakage but still below 1% of that charging current density. Lowering the barrier to 1.8 eV as well gives about $0.8\ \mathrm{A/cm^2}$, or 13% of it, enough to hold the final voltage near 2.9 V. These are zero-temperature values at 3 V; at 300 K they are 1.3 to 1.8 times larger. During the fall itself the voltage stays below 1.42 V, under the barrier height, and even this last case gives less than $10^{-7}\ \mathrm{A/cm^2}$. Tunnelling can therefore affect the end of charging but leaves the fall at 0.234 V. A rough thickness strain of 0.3%, at fixed area, charge and polarization, changes the peak voltage by about 4 mV. The switching work would heat the film by about 18 K if no heat escaped, an upper bound: a rough estimate of conduction into a thick silicon or silica substrate over the 6 μs of switching leaves a rise of only about 0.02 to 0.2 K. Heating could alter the switching rate but not the charge balance. The final field of 3.0 MV/cm is below a rough breakdown field of 4 MV/cm, though not by a wide margin.

## Numbers as computed

```
film: d = 10 nm, area = 2500 um2, eps_b = 30
Pr = 20 uC/cm2, source = 3.0 V, R = 10 kohm
background capacitance = 66.41 pF, R*C = 0.664 us
full switching charge 2*A*Pr = 1000 pC
growth law: tau0 = 1 ns, activation voltage = 10 V
Landau law: coercive voltage = 1.5 V, damping = 100 ohm m
uniform film: 488 random steps, 236 voltage falls
  criterion failures: total P 0, Ps only 0
random permittivity 10-60: 527 steps, 235 falls
  criterion failures: total P 0, Ps only 49
growth n=2: peak 1.416 V at 0.478 us, trough 1.182 V at 2.603 us
  current at peak = 158.4 uA, A*dPs/dt there = 158.5 uA
  during fall: free charge 378.0 pC, polarization charge 393.5 pC
  (dQ - A*dPs)/Cb = -0.234 V, observed change = -0.234 V
  apparent capacitance dQ/dV = -1614 pF
Landau: peak 1.557 V at 1.664 us, trough -1.323 V at 3.283 us
  current at peak = 144.3 uA, A*dPs/dt there = 144.3 uA
  during fall: free charge 394.2 pC, polarization charge 585.5 pC
  (dQ - A*dPs)/Cb = -2.881 V, observed change = -2.881 V
  apparent capacitance dQ/dV = -137 pF
growth: switched fraction at peak 0.0086, trough 0.4022, limit 0.3935
Landau: Ps/Pr at peak -0.5701, trough 0.6008, limit +-0.5774
first-order relaxation: largest fall below 0.1 mV: True
growth, R = 1 kohm: peak 1.881 V, fall 0.317 V
growth, R = 100 kohm: peak 1.113 V, fall 0.173 V
test leak 10 uA/V: falling samples missed if leakage ignored = 4529
parallel 20 pF: fall 0.213 V (without: 0.234 V)
electrode screening 10 pm (rough): Cs = 2214 pF, 1+Cb/Cs = 1.0300
  fall at terminals 0.152 V, in film 0.251 V
charging current density at peak = 6.33 A/cm2
rough trap leakage = 1e-03 A/cm2, ratio = 1.6e-04
tunnelling at 3 V (barrier 2 eV, mass 0.2, rough) = 1.1e-05 A/cm2
largest field = 3.0 MV/cm, rough breakdown = 4 MV/cm
strain 0.3 % (rough): voltage error = 4.2 mV
edge area 4*side*d / plate area = 8.0e-04
switching work = 1243 pJ; heating with no heat loss = 18 K
  using rough heat capacity 2.7 J/(cm3 K)
thermal voltage noise at 300 K = 7.9 uV
```
